# Limiting Midplane Electron Density in an Undoped Film Between Injecting Contacts

**Question.** An undoped silicon film of thickness $L=100$ nm lies in $|x|<L/2$ between two identical contacts that supply electrons freely. Each contact holds the electron density at its face at $n_c$. The film is in equilibrium at 300 K, and its relative permittivity is $\kappa=11.7$. Treat the film as one-dimensional and classical, use Boltzmann statistics, and let the mobile electrons be the only charge in it. The aim is the electron density $n_m$ at the midplane $x=0$ when the contacts are very rich in electrons.

The algebra uses atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$, and $T$ denotes the thermal energy $k_B\times$temperature. Numerical values are in nm, eV, cm$^{-3}$ and MV/cm.

## Part (a)

**Derive the differential equation for the electrostatic potential, with its conditions at the midplane.**

**Answer.** Let $\phi(x)$ be the electrostatic potential measured from the midplane, so that $\phi(0)=0$. An electron has charge $-1$ and potential energy $-\phi$. In equilibrium the Fermi level is flat, and with Boltzmann statistics the density follows the potential energy:

$$n(x)=n_m e^{u(x)},\qquad u=\frac{\phi}{T}.$$

Poisson's equation is $\phi''=-4\pi\rho/\kappa$. The charge density is $\rho=-n$, and the two minus signs cancel. Dividing by $T$ gives

$$u''=K e^{u},\qquad K=\frac{4\pi n_m}{\kappa T}. \tag{1}$$

By the choice of zero, $u(0)=0$. The second condition, $u'(0)=0$, follows from symmetry if the solution is unique, because the mirror image of a solution satisfies the same equation and the same contact conditions.

Uniqueness can be shown directly. Suppose two potentials give the same density $n_c$ at both contacts, and write $w_i=\ln(n_i/n_c)$ for each. Both obey $w''=(4\pi n_c/\kappa T)e^{w}$ and vanish at the contacts. If $w_1-w_2$ had a positive maximum inside the film, its second derivative there could not be positive. The equation, however, makes it positive, since $e^{w_1}>e^{w_2}$. Exchanging the labels excludes a negative minimum. Hence $w_1=w_2$, and the potential is even in $x$.

The film carries net negative charge. The compensating positive charge sits in the contacts.

## Part (b)

**Solve the equation and find the density profile in terms of $n_m$.**

**Answer.** Multiply (1) by $u'$. The left side is the derivative of $u'^2/2$ and the right side is the derivative of $Ke^u$. Integrating from the midplane, where $u=u'=0$, gives

$$u'^2=2K\left(e^{u}-1\right). \tag{2}$$

Since $u''>0$ and $u'(0)=0$, the slope is positive for $x>0$, and the positive root applies there. Now let $s=e^{-u/2}$, which falls from 1 as $u$ rises from 0. Then

$$s'=-\tfrac12 u's=-\tfrac12\sqrt{2K}\,\sqrt{e^u-1}\;e^{-u/2}=-\sqrt{K/2}\,\sqrt{1-s^2}.$$

Put $s=\cos v$ with $0\le v<\pi/2$. The equation becomes $-v'\sin v=-\sqrt{K/2}\,\sin v$. For $x>0$ the sine is not zero and may be divided out, so $v'=\sqrt{K/2}$. With $v(0)=0$ this gives $v=qx$, where $q=\sqrt{K/2}$. Therefore

$$n(x)=\frac{n_m}{\cos^2 qx},\qquad q^2=\frac{2\pi n_m}{\kappa T}. \tag{3}$$

To check, $u=-2\ln\cos qx$ has $u'=2q\tan qx$ and $u''=2q^2/\cos^2qx=Ke^u$, because $2q^2=K$. Both midplane conditions hold, and the formula is even in $x$, so it covers the whole film.

## Part (c)

**Show that $n_m$ tends to a limit independent of $n_c$ as $n_c\to\infty$, and calculate that limit for the silicon film.**

**Answer.** Let $\theta=qL/2$ be the argument of the cosine at the contact. The density (3) diverges where the argument reaches $\pi/2$. It must be finite throughout the film, so $\theta<\pi/2$. From $\theta^2=q^2L^2/4=\pi n_mL^2/(2\kappa T)$,

$$n_m=\frac{2\kappa T\theta^2}{\pi L^2}. \tag{4}$$

The contact condition is $n_c=n_m/\cos^2\theta$. Inserting (4) and taking the positive square root gives

$$\frac{\theta}{\cos\theta}=A,\qquad A=L\sqrt{\frac{\pi n_c}{2\kappa T}}. \tag{5}$$

The left side has derivative $(\cos\theta+\theta\sin\theta)/\cos^2\theta>0$ and runs from 0 to infinity as $\theta$ goes from 0 to $\pi/2$. Each contact density therefore gives one value of $\theta$, and $\theta$ rises with $n_c$. As $n_c\to\infty$, $A\to\infty$ and $\theta\to\pi/2$. Equation (4) then gives

$$\boxed{\,n_{\lim}=\frac{\pi\kappa T}{2L^2}\,} \tag{6}$$

which does not contain $n_c$. Within this model $n_m<n_{\lim}$ at every finite contact density. In SI units the same result is $2\pi^2\kappa\varepsilon_0k_BT_{\rm abs}/(e^2L^2)$, with $T_{\rm abs}$ the absolute temperature.

For the film, $T=0.02585$ eV $=9.50\times10^{-4}$ hartree and $L=100$ nm $=1889.7$ bohr. Hence

$$n_{\lim}=\frac{\pi(11.7)(9.50\times10^{-4})}{2(1889.7)^2}=4.89\times10^{-9}\ \text{bohr}^{-3}=3.30\times10^{16}\ \text{cm}^{-3}.$$

The reason for the limit is visible in the profile. Let $d$ be the distance to the point where (3) diverges. Close to that point $\cos qx\approx qd$, so

$$n\approx\frac{n_m}{q^2d^2}=\frac{\kappa T}{2\pi d^2}. \tag{7}$$

The midplane density has cancelled. A richer contact moves the face closer to the divergence, but the distance from midplane to divergence cannot fall below $L/2$. That distance fixes $q$, and $q$ fixes $n_m$.

An undoped film between such contacts is far from intrinsic. With a rough intrinsic density of $10^{10}$ cm$^{-3}$ for silicon at 300 K, the limiting electron density is more than a million times larger.

## Part (d)

**How quickly is the limit approached? Find the leading dependence on $n_c$, and the contact densities that bring $n_m$ within 10% and 1% of the limit. What happens for a weak contact?**

**Answer.** Write $\delta=\pi/2-\theta$. Since $\cos\theta=\sin\delta$, condition (5) reads $\theta=A\sin\delta$. For positive $\delta$, $\sin\delta<\delta$, so $\theta<A(\pi/2-\theta)$. Solving for $\theta$ and using $n_m=n_{\lim}(2\theta/\pi)^2$,

$$\theta<\frac{\pi}{2}\,\frac{A}{1+A},\qquad n_m<\frac{n_{\lim}}{(1+1/A)^2}. \tag{8}$$

For large $A$ this bound is also a good approximation. Keeping the next term, $\sin\delta\approx\delta-\delta^3/6$, turns $\theta=A\sin\delta$ into

$$(1+A)\,\delta\approx\frac{\pi}{2}+\frac{A\delta^3}{6}.$$

The last term raises $\delta$, and so lowers $\theta$, by about $\delta^3/6$ with $\delta\approx\pi/(2A)$. Relative to $\theta\approx\pi/2$ this is $\pi^2/(24A^3)$. The density goes as $\theta^2$, so the bound exceeds $n_m$ by a fraction $\pi^2/(12A^3)$ to leading order in $1/A$. At $A=10$ the exact excess is about three quarters of this.

To leading order the deficit below the limit is $2/A$, which is proportional to $n_c^{-1/2}$. This is a slow approach. It has a simple geometric reading: (8) is the limit formula for a film of thickness $L(1+1/A)$. Each contact adds

$$\frac{L}{2A}=\sqrt{\frac{\kappa T}{2\pi n_c}},$$

which is the distance $d$ in (7) at which the density equals $n_c$. For $n_c=10^{19}$ cm$^{-3}$ it is 1.83 nm.

Solving (5) for the film gives:

| $n_c$ (cm$^{-3}$) | $A$ | $n_m$ (cm$^{-3}$) | $n_m/n_{\lim}$ |
|---|---|---|---|
| $10^{15}$ | 0.273 | $9.32\times10^{14}$ | 0.028 |
| $10^{17}$ | 2.73 | $1.74\times10^{16}$ | 0.527 |
| $10^{18}$ | 8.65 | $2.65\times10^{16}$ | 0.803 |
| $10^{19}$ | 27.3 | $3.07\times10^{16}$ | 0.931 |
| $10^{20}$ | 86.5 | $3.22\times10^{16}$ | 0.977 |
| $10^{21}$ | 273 | $3.28\times10^{16}$ | 0.993 |

At $10^{19}$ cm$^{-3}$, for example, (8) gives $1/(1+1/27.35)^2=0.931$, in agreement with the table.

For a chosen deficit $f$, (4) gives $\theta=(\pi/2)\sqrt{1-f}$, and the contact condition gives $n_c=(1-f)n_{\lim}/\cos^2\theta$. With $f=0.10$, $\theta=1.4902$ and $\cos^2\theta=0.00648$, so

$$n_c=\frac{0.90\times3.30\times10^{16}}{0.00648}=4.6\times10^{18}\ \text{cm}^{-3}.$$

With $f=0.01$ the same formula gives $5.3\times10^{20}$ cm$^{-3}$. Reducing the deficit tenfold costs a little more than a factor of 100 in contact density. The second value lies far outside the range of Boltzmann statistics in silicon. It describes the mathematics of the limit, not a usable contact.

For a weak contact $A\ll1$, (5) gives $\theta\approx A$, and then $n_m=n_c\cos^2\theta\approx n_c(1-A^2)$. The film is nearly uniform and its density is set by the contact. The first row shows this regime: $n_m$ is 93% of $n_c$.

These results were compared with a numerical solution of Poisson's equation that does not use (3). It reproduces $n_m$ at all six contact densities to the digits in the table. Equation (8), used as an approximation, makes $n_m^{-1/2}$ linear in $n_c^{-1/2}$. Extrapolating the numerical solutions at $10^{20}$ and $10^{21}$ cm$^{-3}$ along that line to infinite $n_c$ gives $3.30\times10^{16}$ cm$^{-3}$, the value of (6). For a second film with $L=50$ nm, 400 K and $\kappa=16$, extrapolation and formula both give $2.41\times10^{17}$ cm$^{-3}$.

## Part (e)

**Raising $n_c$ puts more electrons in the film. Where do they go, and what happens to the field at the contact and to the band bending?**

**Answer.** The number of electrons per unit area is the integral of (3). With $q=2\theta/L$,

$$N_s=\int_{-L/2}^{L/2}\frac{n_m\,dx}{\cos^2qx}=\frac{2n_m}{q}\tan\theta=n_mL\,\frac{\tan\theta}{\theta}. \tag{9}$$

This grows without bound as $\theta\to\pi/2$. The number in the middle half, $|x|<L/4$, follows in the same way:

$$N_{1/2}=\frac{2n_m}{q}\tan\frac{\theta}{2}=n_mL\,\frac{\tan(\theta/2)}{\theta}\;\longrightarrow\;\frac{2}{\pi}\,n_{\lim}L=2.1\times10^{11}\ \text{cm}^{-2}.$$

It rises towards a finite value. As $n_c$ goes from $10^{19}$ to $10^{20}$ cm$^{-3}$, $N_s$ goes from $3.65\times10^{12}$ to $1.16\times10^{13}$ cm$^{-2}$. At the higher value less than 2% of the electrons are in the middle half. Nearly all the additional electrons crowd against the contacts, and the density at the centre changes little.

Let $F$ be the magnitude of the field at each contact. Integrating $\phi''=4\pi n/\kappa$ across the film gives $2F=4\pi N_s/\kappa$, or $F=2\pi N_s/\kappa$. The first integral (2), evaluated where $e^u=n_c/n_m$, gives the same field in terms of the densities:

$$F^2=T^2u'^2=2KT^2\left(\frac{n_c}{n_m}-1\right)=\frac{8\pi T}{\kappa}(n_c-n_m). \tag{10}$$

The field is 0.28 MV/cm for $n_c=10^{19}$ and 0.89 MV/cm for $n_c=10^{20}$ cm$^{-3}$. It drives no net current, because drift is balanced by diffusion at every point.

The band bending from contact to midplane is $T\ln(n_c/n_m)$. For $n_c=10^{20}$ cm$^{-3}$ it is

$$0.02585\,\ln\frac{10^{20}}{3.2245\times10^{16}}=0.208\ \text{eV},$$

compared with 0.150 eV for $n_c=10^{19}$ cm$^{-3}$. It keeps growing with the contact density, by nearly $T\ln10$ per decade once $n_m$ has settled. The entire drop is still well below the silicon gap of roughly 1.1 eV, so the large local field does not imply breakdown in this equilibrium film.

## Part (f)

**Which neglected effects matter most for a real silicon film, and how far do they move the answer?**

**Answer.** The nearest real case is an undoped silicon layer between two heavily doped n-type regions, with no gate acting on it. Contact densities of $10^{19}$ to $10^{20}$ cm$^{-3}$ are a rough working range. The model then gives $n_m$ between $3.1\times10^{16}$ and $3.2\times10^{16}$ cm$^{-3}$.

*The contact density is not the doping.* A doped region loses electrons to the film and is depleted near the interface. Suppose it is thick, has donor density $N_D$ and the same permittivity, and has no band offset to the film. With $w=\ln(n/N_D)$, Poisson's equation there is $w''=(4\pi N_D/\kappa T)(e^w-1)$. Integrating from the neutral interior, where $w=w'=0$, gives

$$T^2w'^2=\frac{8\pi T}{\kappa}\left[n-N_D-N_D\ln\frac{n}{N_D}\right].$$

The field is continuous at the interface, so this must equal (10) at $n=n_c$. The terms in $n_c$ outside the logarithm cancel, leaving $\ln(n_c/N_D)=-1+n_m/N_D$. For $N_D\gg n_m$, Boltzmann statistics therefore give an interface density $n_c\approx N_D/e\approx0.37N_D$, where here $e=2.718$. A degenerate contact keeps a somewhat larger fraction. For $N_D=10^{20}$ cm$^{-3}$, $A$ falls from 86.5 to $86.5/\sqrt{2.718}=52.5$, and (8) gives $n_m\approx0.963\,n_{\lim}=3.18\times10^{16}$ cm$^{-3}$. This is 1.5% below the value for a face held at $10^{20}$ cm$^{-3}$. For $N_D=10^{19}$ cm$^{-3}$, $A$ falls from 27.3 to 16.6 and $n_m$ to $2.94\times10^{16}$ cm$^{-3}$, 4.4% below the value for a face held at that density. The weak dependence on $n_c$ keeps the correction to a few per cent over this range.

*Degeneracy.* With a rough effective density of states of $2.8\times10^{19}$ cm$^{-3}$, the band edge at the midplane lies 0.17 eV above the Fermi level, so Boltzmann statistics hold there. They fail near a rich contact. Fermi–Dirac statistics in a parabolic band, at the same $n_c$, raise $n_m$ by 0.6% for $10^{19}$ and by 2.0% for $10^{20}$ cm$^{-3}$.

A limit independent of the contact still exists in that model. Let $\eta$ be the Fermi level measured from the band edge, in units of $T$. Deep in degeneracy $n\propto\eta^{3/2}$, so the first integral gives $\eta'^2\propto\eta^{5/2}$. The distance needed to reach infinite density, $\int\eta^{-5/4}d\eta$, converges at its upper end. The limit is $3.7\times10^{16}$ cm$^{-3}$, 13% above (6), so the bound $n_m<n_{\lim}$ belongs to Boltzmann statistics. This higher limit is formal, since no real band stays parabolic up to infinite density.

*Quantum smoothing.* The classical profile near the contact is steeper than electron waves allow. The size of the effect can be judged from the leading gradient correction to the electron energy, taken here as $(\sqrt n)''/(6m\sqrt n)$ with the light transverse mass $m=0.19$. At the midplane $\sqrt n\propto1/\cos qx$, the ratio $(\sqrt n)''/\sqrt n$ is $q^2\approx\pi^2/L^2$, and the correction is 0.3% of $T$. Near the contact (7) gives $\sqrt n\propto1/d$ and a ratio of $2/d^2$. The correction then reaches $T$ at

$$d=\frac{1}{\sqrt{3mT}}=2.3\ \text{nm}.$$

If each contact layer is uncertain by this length, the effective thickness is uncertain by $2d$. Since $n_m\propto L^{-2}$, the density is then uncertain by about $4d/L=9\%$. This is a cautious order-of-magnitude estimate, without a sign. The actual shift can be several times smaller, so the estimate does not rank this effect against the others.

*Residual doping and holes.* At $n_c=10^{20}$ cm$^{-3}$, a background of $10^{15}$ cm$^{-3}$ donors raises $n_m$ by 1.9%, and the same density of acceptors lowers it by 1.9%. Donors partly neutralize the electron charge that holds the density down, while acceptors add to it. The midplane hole density is about $3\times10^3$ cm$^{-3}$, which is negligible.

*Temperature of use.* With $\kappa$ and $L$ held fixed, (6) is proportional to temperature. At 400 K the limit is $4.4\times10^{16}$ cm$^{-3}$.

For a real film of this kind, about $3\times10^{16}$ cm$^{-3}$ with an uncertainty of order 10% is therefore a fair reading of the model, provided the band offset at the interfaces is small. How small depends on the doping. With Fermi–Dirac statistics, a contact band edge lowered by 0.06 eV brings $n_m$ down to $2.6\times10^{16}$ cm$^{-3}$ for $N_D=10^{19}$ cm$^{-3}$, whereas for $N_D=10^{20}$ cm$^{-3}$ an offset of 0.10 eV still leaves $3.0\times10^{16}$ cm$^{-3}$. Gap narrowing in heavily doped regions can lower their conduction-band edge relative to the film, which reduces $n_c$ and with it $n_m$. A gate, or a film narrow enough for fields to enter from the sides, breaks the one-dimensional assumption, and (6) then no longer applies. Most of the values for a film with fixed contact density are collected in the numerical output below.

## Values computed for the example and the checks

```
film thickness: 100 nm; temperature: 300 K
relative permittivity: 11.7; k_B T: 0.02585 eV
limiting midplane density: 3.2995e+16 cm^-3
same in atomic units: 4.8894e-09 bohr^-3
n_c, n_m numerical, n_m formula (cm^-3), n_m/n_lim, A
1e+15  9.3191e+14  9.3191e+14  0.0282  0.273
1e+17  1.7396e+16  1.7396e+16  0.5272  2.735
1e+18  2.6485e+16  2.6485e+16  0.8027  8.648
1e+19  3.0707e+16  3.0707e+16  0.9307  27.346
   band bending, contact to midplane: 0.1496 eV
   sheet density: 3.651e+12 cm^-2
   field at contact: 0.282 MV/cm
   added length per contact L/(2A): 1.828 nm
1e+20  3.2245e+16  3.2245e+16  0.9773  86.476
   band bending, contact to midplane: 0.2078 eV
   sheet density: 1.156e+13 cm^-2
   field at contact: 0.894 MV/cm
   added length per contact L/(2A): 0.578 nm
1e+21  3.2755e+16  3.2755e+16  0.9927  273.461
extrapolated n_m (100 nm, 300 K, kappa 11.7): 3.2995e+16 cm^-3
   limit formula: 3.2995e+16 cm^-3
extrapolated n_m (50 nm, 400 K, kappa 16.0): 2.4065e+17 cm^-3
   limit formula: 2.4065e+17 cm^-3
n_c for n_m within 10% of limit: 4.580e+18 cm^-3
n_c for n_m within 1% of limit: 5.269e+20 cm^-3
Fermi-Dirac n_m at n_c 1e+19: 3.0904e+16 cm^-3 (+0.64%)
Fermi-Dirac n_m at n_c 1e+20: 3.2877e+16 cm^-3 (+1.96%)
Fermi-Dirac formal limit: 3.7273e+16 cm^-3 (+13.0%)
rough band density of states: 2.8e+19 cm^-3
midplane band edge above Fermi level, in limit: 0.1743 eV
n_m change from 1e+15 cm^-3 donors: +1.91%
n_m change from 1e+15 cm^-3 acceptors: -1.90%
rough intrinsic density: 1e+10 cm^-3
midplane hole density: 3.0e+03 cm^-3
light electron mass: 0.19 m_e
quantum correction at midplane: 0.26% of k_B T
distance from contact where it equals k_B T: 2.27 nm
rough size of n_m change, 4*distance/L: 9%
limiting density at 400 K: 4.3993e+16 cm^-3
```
